# Overlaps and transition moments from sampling the sum of two squares

## Two averages from one sample

Two trial functions $\psi_1$ and $\psi_2$ describe two fermions of equal spin in a two-dimensional harmonic trap. Configurations are drawn independently from $\psi_1^2$, and two quantities are averaged over them: $\psi_2/\psi_1$ and its square. The averaging is repeated many times, and the distance between the upper and lower quartiles of the resulting averages measures the typical error. When the number of draws per average rises from 1000 to 32000, this width falls from 0.0459 to 0.0080 for $\psi_2/\psi_1$, a factor 5.7. For $(\psi_2/\psi_1)^2$ it falls from 0.228 to 0.072, a factor of only 3.2.

The first factor is close to $\sqrt{32}=5.66$, the usual gain. The second is close to $32^{1/3}=3.17$. The second average is the one that supplies the relative normalization of the two functions, and its slow convergence comes from the node of $\psi_1$.

## What is to be estimated

Let $R$ denote all particle coordinates. The functions are real, square-integrable and not normalized. Define

$$N_{ij}=\int \psi_i\psi_j\,dR,\qquad S=\frac{N_{12}}{\sqrt{N_{11}N_{22}}},\qquad D=\frac{\int\psi_1Q\psi_2\,dR}{\sqrt{N_{11}N_{22}}},$$

where $Q(R)$ is a local operator, that is, one that multiplies by a function of the coordinates. In the example $Q=y_1+y_2$, the dipole operator along $y$ without its charge factor. Lengths are in trap units and are written as pure numbers.

## Sampling the sum of squares

Take the sampling weight and the ratios

$$\rho=\psi_1^2+\psi_2^2,\qquad f_{ij}=\frac{\psi_i\psi_j}{\rho}.$$

The normalized probability density is $\rho/(N_{11}+N_{22})$. Averaging $f_{ij}$ over it cancels $\rho$:

$$\langle f_{ij}\rangle_\rho=\frac{1}{N_{11}+N_{22}}\int\rho\,\frac{\psi_i\psi_j}{\rho}\,dR=\frac{N_{ij}}{N_{11}+N_{22}}.$$

The same holds with $Q$ inserted. The unknown total norm appears once in the numerator and, through the square root of a product of two factors, once in the denominator of

$$S=\frac{\langle f_{12}\rangle}{\sqrt{\langle f_{11}\rangle\langle f_{22}\rangle}},\qquad D=\frac{\langle Qf_{12}\rangle}{\sqrt{\langle f_{11}\rangle\langle f_{22}\rangle}}.$$

It therefore drops out.

The ratios are bounded. By construction $f_{11}+f_{22}=1$ with both terms nonnegative, and $(|\psi_1|-|\psi_2|)^2\ge0$ gives $2|\psi_1\psi_2|\le\rho$, so $|f_{12}|\le\tfrac12$. Hence $\langle (Qf_{12})^2\rangle\le\tfrac14\langle Q^2\rangle_\rho$. All averages needed for $S$ have finite variance, and those for $D$ do too if $\langle Q^2\rangle_\rho$ is finite. At a node of one function the other keeps $\rho$ positive. Where both vanish the ratios are undefined, but such points have zero probability.

The algorithm is as follows.

1. Start $W$ independent walkers. Propose $R'=R+\xi$ with Gaussian $\xi$, and accept with probability $\min[1,\rho(R')/\rho(R)]$. The proposal is symmetric, so this rule leaves $\rho$ stationary.
2. Discard an initial stretch. Afterwards accumulate $f_{11}$, $f_{12}$, $Qf_{12}$ and $Qf_{11}$ for each walker at every step, whether or not the move was accepted.
3. Average over walkers, set $\langle f_{22}\rangle=1-\langle f_{11}\rangle$, and form the ratios.

## Statistical error of the ratio

Successive steps of one walker are correlated, but different walkers are independent. The error is therefore built from walker averages. Write $A,B,C$ for the means of $f_{11},f_{12},f_{22}$, and $a_k,b_k,c_k$ for the averages of walker $k$. Since $S=BA^{-1/2}C^{-1/2}$,

$$\frac{\partial S}{\partial B}=\frac1{\sqrt{AC}},\qquad \frac{\partial S}{\partial A}=-\frac{S}{2A},\qquad \frac{\partial S}{\partial C}=-\frac{S}{2C}.$$

To first order, the deviation carried by walker $k$ is

$$\delta_k=\frac{b_k-B}{\sqrt{AC}}-\frac S2\left(\frac{a_k-A}{A}+\frac{c_k-C}{C}\right)=\frac{b_k}{\sqrt{AC}}-\frac S2\left(\frac{a_k}{A}+\frac{c_k}{C}\right).$$

The constants cancel because $B/\sqrt{AC}=S$ and the bracket contributes $+S$. The standard error of $S$ is the standard deviation of $\delta_k$ divided by $\sqrt W$. For $D$, replace $b_k$ by the walker average of $Qf_{12}$ and $S$ by $D$.

The jackknife avoids derivatives. Compute the estimate $\theta_{(k)}$ with walker $k$ left out, and use

$$\sigma^2=\frac{W-1}{W}\sum_{k=1}^W\left(\theta_{(k)}-\bar\theta\right)^2,$$

where $\bar\theta$ is the mean of the $\theta_{(k)}$. In the example the linearized formula and the jackknife both give 0.00070 for the error of $S$. The scatter among 100 groups of walkers gives the same figure, but that estimate is itself uncertain by about $1/\sqrt{200}\approx7\%$ of its value, so its agreement in the second digit is a matter of chance.

## Trial functions that are not orthogonal

Exact eigenstates of different energy are orthogonal; separately constructed trial functions need not be. Their dipole moment then depends on the origin. For two particles, replacing each $y_i$ by $y_i+c$ changes $Q$ to $Q+2c$, and

$$D\to D+2cS.$$

The cure is to remove from $\psi_2$ its component along $\psi_1$. With $\phi_i=\psi_i/\sqrt{N_{ii}}$, the function $\phi_2-S\phi_1$ is orthogonal to $\phi_1$ and has squared norm $1-2S^2+S^2=1-S^2$. The moment between $\phi_1$ and the normalized remainder is

$$D_\perp=\frac{D-SD_{11}}{\sqrt{1-S^2}},\qquad D_{11}=\frac{\langle Qf_{11}\rangle}{\langle f_{11}\rangle}.$$

Under the shift $D_{11}\to D_{11}+2c$, so the numerator becomes $D+2cS-S(D_{11}+2c)=D-SD_{11}$, which is unchanged. All the ingredients come from the same walk.

This choice keeps $\psi_1$ and alters $\psi_2$. The reverse choice defines a different pair of states and in general another moment, so one should keep the function that is trusted more. As $|S|\to1$ the remainder becomes small, but the division by $\sqrt{1-S^2}$ does not amplify the errors in proportion. With the means $A,B,C$ of the previous section, the numerator is

$$D-SD_{11}=\frac1{\sqrt{AC}}\left\langle\frac{Q\,\psi_1\,(\psi_2-(B/A)\,\psi_1)}{\rho}\right\rangle,$$

and the bracket with $\psi_2$ is itself proportional to the small remainder. The errors of $D$, $S$ and $D_{11}$ thus largely cancel when they come from the same walk. The error of $D_\perp$ should therefore be computed for the whole expression, for instance with the jackknife, and not from the separate errors as if they were independent. The limit is still unfavourable: the two functions then have nearly the same node, and a remainder that does not vanish there is poorly sampled, for the reason explained in the next sections.

## Sampling one square alone

Let $\langle\cdot\rangle_1$ be the average over $\psi_1^2/N_{11}$, and let $q=\psi_2/\psi_1$. The node of $\psi_1$ has zero volume, so

$$\langle q\rangle_1=\frac{N_{12}}{N_{11}},\qquad \langle q^2\rangle_1=\frac{N_{22}}{N_{11}},\qquad S=\frac{\langle q\rangle_1}{\sqrt{\langle q^2\rangle_1}}.$$

The overlap numerator $q$ diverges at the node, yet its second moment is just $N_{22}/N_{11}$, which is finite. Likewise $\langle(Qq)^2\rangle_1=\int Q^2\psi_2^2\,dR/N_{11}$ is finite under the condition already imposed on $Q$. The numerators are therefore safe.

The norm ratio is not. Its estimator is $q^2$, with second moment

$$\langle q^4\rangle_1=\frac1{N_{11}}\int\frac{\psi_2^4}{\psi_1^2}\,dR.$$

Let $s$ be the signed distance from the node, $d\Sigma$ its area element, $G=|\nabla\psi_1|$ on the node and $h$ the value of $\psi_2$ there. At a simple zero, $\psi_1\simeq Gs$ and $\psi_2\simeq h$. On a patch where $h\ne0$ the integral contains

$$\int d\Sigma\,\frac{h^4}{G^2}\int\frac{ds}{s^2}=\infty.$$

The integrand is nonnegative, so nothing elsewhere can compensate. The walkers seldom visit the neighbourhood of the node, although $\psi_2^2$ has weight there; the rare visits must represent that weight through very large values of $q^2$.

For a simple zero of $\psi_1$ and a smooth $\psi_2$, the condition for this divergence is that $\psi_2$ be nonzero on a part of the node with positive area. The assumption of a simple zero fixes the power $1/s^2$ and the exponents derived below; a zero of higher order makes the divergence stronger, and it can then survive even where $\psi_2$ vanishes on the node: $\psi_1\propto s^3$ with $\psi_2\propto s$ again gives $\psi_2^4/\psi_1^2\propto1/s^2$. If the zero of $\psi_1$ is simple and $\psi_2$ also vanishes linearly on the whole node, $q$ stays finite there and this divergence is absent. In one dimension, for instance, two equal-spin fermions have $\psi_1=\psi_2=0$ at $x_1=x_2$, and that shared node is harmless.

The normalized overlap needs a more careful statement. For any sample, the Cauchy–Schwarz inequality bounds the mean of $q$ by the square root of the mean of $q^2$, so the estimate of $S$ lies between $-1$ and $1$ and its variance at fixed sample size is finite. What fails is the usual error law. Linearizing,

$$\delta S\simeq\frac{\delta\langle q\rangle_1}{\sqrt{\langle q^2\rangle_1}}-\frac{S}{2}\,\frac{\delta\langle q^2\rangle_1}{\langle q^2\rangle_1},$$

and for $S\neq0$ the second term brings in the slowly decaying error of the norm ratio. The same holds for $D\ne0$.

## The tail and the cube-root law

Near the node, $q^2>t$ means $|s|<s_t=|h|/(G\sqrt t)$. For large $t$ this is a thin layer, with probability

$$P(q^2>t)\simeq\frac1{N_{11}}\int d\Sigma\int_{-s_t}^{s_t}G^2s^2\,ds=\frac1{N_{11}}\int d\Sigma\,\frac{2G^2s_t^3}{3}=K\,t^{-3/2},$$

$$K=\frac{2J}{3N_{11}},\qquad J=\int d\Sigma\,\frac{|h|^3}{G}.$$

This assumes that $J$ is finite and that large distances contribute less to the tail than the node does.

The error of a mean of $M$ independent draws follows by a scaling argument. Values above $t_M$ are expected about once in the sample when $MKt_M^{-3/2}=1$, so $t_M=(KM)^{2/3}$. One such value shifts the mean by

$$\frac{t_M}{M}=K^{2/3}M^{-1/3}.$$

The values below $t_M$ fluctuate on the same scale. Integrating by parts, their second moment is, to leading order,

$$\int_0^{t_M}2yP(q^2>y)\,dy-t_M^2P(q^2>t_M)\simeq4K\sqrt{t_M}-K\sqrt{t_M}=3K\sqrt{t_M}.$$

Their contribution to the error of the mean is $\sqrt{3K\sqrt{t_M}/M}=\sqrt3\,K^{2/3}M^{-1/3}$. The typical error thus falls as $M^{-1/3}$ for large $M$, which accounts for the factor $32^{1/3}$ at the start.

A side effect concerns the safe numerator. Its error bar is computed from the sample variance of $q$, which contains the mean of $q^2$. The average of $q$ converges normally, but its estimated error bar converges slowly.

## How the second function removes the divergence

Consider the family $\rho_\epsilon=\psi_1^2+\epsilon^2\psi_2^2$, which passes from the sum of squares at $\epsilon=1$ to $\psi_1^2$ at $\epsilon=0$. The norm $N_{22}$ is now sampled through $\psi_2^2/\rho_\epsilon$, which is at most $1/\epsilon^2$. Its second moment is proportional to $\int\psi_2^4/\rho_\epsilon\,dR$. For small $\epsilon$ the region near the node dominates, and $\int ds/(G^2s^2+b^2)=\pi/(Gb)$ with $b=\epsilon|h|$ gives

$$\int\frac{\psi_2^4}{\rho_\epsilon}\,dR\simeq\int d\Sigma\,\frac{\pi h^4}{G\,\epsilon|h|}=\frac{\pi J}{\epsilon}.$$

The admixture replaces $1/s^2$ by a peak of finite height and of width proportional to $\epsilon$. Any $\epsilon>0$ makes the variance finite, but a small one leaves it large. Quadrature for the example gives:

| $\epsilon$ | $\int\psi_2^4/\rho_\epsilon\,dR\,/N_{11}$ | $\pi J/(\epsilon N_{11})$ |
|---|---|---|
| 1 | 1.33 | 1.99 |
| 0.1 | 23.2 | 19.9 |
| 0.01 | 204 | 198.6 |
| 0.001 | 1992 | 1986.0 |

The law is meant for small $\epsilon$ and is poor at $\epsilon=1$. In the last two rows the difference is about 6 in both, so the relative deviation shrinks roughly in proportion to $\epsilon$.

Changing $\epsilon$ is equivalent to multiplying $\psi_2$ by a constant, which leaves $S$ and $D$ unchanged for a positive constant. The scale of $\psi_2$ is thus a free parameter of the sampling. Very large $\epsilon$ is no remedy, since $\rho_\epsilon$ then approaches a multiple of $\psi_2^2$ and the node of $\psi_2$ takes over the harmful role. A reasonable choice is to estimate $N_{22}/N_{11}$ in a short run and rescale $\psi_2$ so that the two norms are comparable. This is not claimed to be the optimum, which also depends on $Q$ and on the correlation between steps.

## The example in numbers

The functions are

$$\psi_1=(x_1-x_2)\,e^{-\alpha R^2/2},\qquad \psi_2=[x_1(y_2+a)-x_2(y_1+a)]\,e^{-\beta R^2/2},$$

with $R^2=x_1^2+y_1^2+x_2^2+y_2^2$, $\alpha=1$, $\beta=0.8$ and $a=0.5$. Both change sign when the particles are exchanged. The parameter $a$ makes the overlap nonzero.

**Exact values.** For the weight $e^{-\gamma R^2}$ the integral is $\pi^2/\gamma^2$, each squared coordinate averages to $1/(2\gamma)$, and odd powers average to zero. The polynomial in $\psi_2$ is $(x_1y_2-x_2y_1)+a(x_1-x_2)$. The average of $(x_1-x_2)^2$ is $1/\gamma$, that of $(x_1y_2-x_2y_1)^2$ is $2/(4\gamma^2)$, and their cross term is odd in $y$. Setting $\gamma=\alpha$, $\gamma=\beta$ and $\gamma=g=(\alpha+\beta)/2=0.9$ in turn,

$$N_{11}=\frac{\pi^2}{\alpha^3}=9.870,\qquad N_{22}=\frac{\pi^2}{\beta^2}\left(\frac1{2\beta^2}+\frac{a^2}{\beta}\right)=16.867,\qquad N_{12}=\frac{\pi^2a}{g^3}=6.769.$$

In the transition integral, the even terms of $(x_1-x_2)(x_1y_2-x_2y_1)(y_1+y_2)$ are $x_1^2y_2^2+x_2^2y_1^2$, with average $1/(2g^2)$. Hence

$$\int\psi_1Q\psi_2\,dR=\frac{\pi^2}{2g^4}=7.521.$$

Keeping more digits, with $\sqrt{N_{11}N_{22}}=12.90235$,

$$S=\frac{6.76928}{12.90235}=0.52465,\qquad D=\frac{7.52142}{12.90235}=0.58295.$$

Because $\psi_1^2$ is even in $y$, $D_{11}=0$ and $D_\perp=0.58295/\sqrt{1-0.52465^2}=0.6848$. Moving the origin by $c=1$ changes $D$ to $0.58295+2(0.52465)=1.632$, while $D_\perp$ stays at 0.6848.

**Sampling the sum of squares.** With 4000 walkers and 2500 retained steps each, the averages are $\langle f_{11}\rangle=0.3687$, $\langle f_{22}\rangle=0.6313$, $\langle f_{12}\rangle=0.2531$ and $\langle Qf_{12}\rangle=0.2815$. The common denominator is $\sqrt{0.3687\times0.6313}=0.4825$. From the unrounded averages,

- $S=0.5247\pm0.0007$;
- $D=0.5834\pm0.0007$;
- $D_\perp=0.6844\pm0.0008$;
- $N_{22}/N_{11}=1.712\pm0.002$, against the exact 1.709.

The norm ratio deviates most, by about 1.5 standard errors.

**The node.** Introduce the orthogonal coordinates

$$w=\frac{x_1-x_2}{\sqrt2},\quad X=\frac{x_1+x_2}{\sqrt2},\quad u=\frac{y_1+y_2}{\sqrt2},\quad v=\frac{y_1-y_2}{\sqrt2}.$$

The node of $\psi_1$ is $w=0$, and $|w|$ is the distance from it. Let $r^2=X^2+u^2+v^2$. Since $\psi_1=\sqrt2\,w\,e^{-\alpha R^2/2}$, the gradient on the node is $G=\sqrt2\,e^{-\alpha r^2/2}$. There $x_1=x_2=X/\sqrt2$ and $y_2-y_1=-\sqrt2\,v$, so $h=-Xv\,e^{-\beta r^2/2}$. This vanishes where the particles coincide ($v=0$), as antisymmetry requires, and at $X=0$, but not on the rest of the node. Antisymmetry therefore does not prevent the divergence here. With $\delta=(3\beta-\alpha)/2=0.7$,

$$J=\frac1{\sqrt2}\int|X|^3|v|^3e^{-\delta r^2}\,dX\,du\,dv=\frac1{\sqrt2}\,\frac1{\delta^2}\,\frac1{\delta^2}\sqrt{\frac\pi\delta}=6.239,$$

because $\int_{-\infty}^{\infty}|X|^3e^{-\delta X^2}dX=1/\delta^2$. Then $K=\tfrac23(0.632)=0.421$. At $t=10^4$ the tail law predicts a probability of $4.21\times10^{-7}$, and quadrature gives $4.2\times10^{-7}$, in agreement to within 1%.

Large distances cause no separate divergence. There $\psi_2^4/\psi_1^2$ decays as $e^{-(2\beta-\alpha)R^2}$ apart from algebraic factors, and $2\beta-\alpha=0.6$ is positive. For $\beta<\alpha/2$ the variance would be infinite even without a node.

**Sampling $\psi_1^2$ alone.** The widths quoted at the start come from 400 runs of 32000 independent draws, also cut into blocks of 1000. The two widths give a decay exponent of 0.33 for the norm ratio and 0.50 for the overlap numerator. The cube-root law holds only for large $M$, and the widths at $M=32000$ rest on 400 values, so the closeness of 0.33 to $1/3$ is partly chance; the program requires agreement only within 0.12, which is enough to distinguish it from $1/2$. The largest $q^2$ drawn was $2.3\times10^4$. That single draw added $2.3\times10^4/32000=0.72$ to the mean of its run, whose exact value is 1.709.

For the overlap numerator the predicted standard deviation per draw is $\sqrt{1.709-0.686^2}=1.113$, and the scatter of the 400 run means gives 1.127. For the transition-moment numerator the values are 1.755 and 1.645. A standard deviation found from 400 normally distributed means has a relative uncertainty of about $1/\sqrt{800}=3.5\%$, so the difference, 6% of the predicted value, is about 1.8 such uncertainties and is compatible with noise.

## Two separate runs

The norm ratio can also be avoided altogether. With a second run on $\psi_2^2$,

$$\langle\psi_2/\psi_1\rangle_1\,\langle\psi_1/\psi_2\rangle_2=\frac{N_{12}}{N_{11}}\,\frac{N_{12}}{N_{22}}=S^2,$$

and both factors have finite variance. The sign of $S$ is that of either factor. The example gives $0.6858\times0.4014=0.2753$, hence $S=0.5247\pm0.0008$.

The weakness of this route appears at small overlap. If the errors of the factors $m_1,m_2$ are $e_1,e_2$, then $S=\pm\sqrt{m_1m_2}$ has relative error $\tfrac12\sqrt{(e_1/m_1)^2+(e_2/m_2)^2}$. This linear estimate breaks down when the factors are no larger than their errors, and noise may then even give them opposite signs. The estimator based on $\psi_1^2+\psi_2^2$ is linear in $\langle f_{12}\rangle$ and passes through $S=0$ without difficulty. It also yields $D$, $D_{11}$ and the norm ratio from one set of configurations, at the cost of evaluating both functions at every proposed move.

The integrals, the linearized error of $S$ for the sum of squares, the tail law, the $1/\epsilon$ law and the decay exponents are checked numerically in the numerical check.

## Numbers as computed

```
Lengths in trap units l; S, norm ratios and f_ij are pure numbers
alpha = 1.00 l^-2, beta = 0.80 l^-2, a = 0.50 l
N11 = 9.86960 l^6, N22 = 16.86700 l^8, N12 = 6.76928 l^7
integral psi_1 Q psi_2 = 7.52142 l^8
numerical value of N22/N11 (l = 1) = 1.70898
exact S = 0.52465
exact D = 0.58295 l, exact D_perp = 0.68476 l
origin moved by 1.0 l: D = 1.63226 l, D_perp = 0.68476 l
--- sampling psi_1^2 + psi_2^2
walkers = 4000, steps kept per walker = 2500, acceptance = 0.468
<f11> = 0.36867, <f22> = 0.63133, <f12> = 0.25313
<Q f12> = 0.28146 l, <Q f11> = 0.00058 l
S = 0.52467 +- 0.00070
D (l) = 0.58341 +- 0.00074
D_perp (l) = 0.68436 +- 0.00079
N22/N11 (l = 1) = 1.71248 +- 0.00240
error of S: linearized 0.000697, jackknife 0.000697, groups 0.000697
--- node of psi_1 (all with l = 1)
J = 6.23905, J/N11 = 0.63215
eps = 1: integral psi_2^4/rho_eps / N11 = 1.3281, pi J/(eps N11) = 1.9860
eps = 0.1: integral psi_2^4/rho_eps / N11 = 23.2051, pi J/(eps N11) = 19.8595
eps = 0.01: integral psi_2^4/rho_eps / N11 = 204.3315, pi J/(eps N11) = 198.5953
eps = 0.001: integral psi_2^4/rho_eps / N11 = 1991.7591, pi J/(eps N11) = 1985.9526
same integral at eps = 1 from the walkers = 1.3321
P[(psi_2/psi_1)^2 > 10000] = 4.2001e-07, tail law = 4.2143e-07
--- sampling psi_1^2 alone (l = 1)
repeats = 400, samples per repeat = 32000, short blocks = 1000
largest (psi_2/psi_1)^2 drawn = 2.295e+04
norm ratio: quartile width 0.22800 (M = 1000), 0.07181 (M = 32000), decay exponent 0.333
overlap numerator: quartile width 0.04586 (M = 1000), 0.00800 (M = 32000), decay exponent 0.504
overlap numerator, sd per sample: predicted 1.1129, seen 1.1266
moment numerator, sd per sample: predicted 1.7554, seen 1.6454
--- two separate runs (l = 1)
<psi_2/psi_1>_1 = 0.68581, <psi_1/psi_2>_2 = 0.40136
S from two runs = 0.52465 +- 0.00075
```
